# Comment on inferring hafnium oxide's gate capacitance from its refractive index

**The argument under review**

The manuscript considers a 3 nm hafnium oxide film as a gate insulator. Its refractive index at 600 nm is taken as $n=2.032$. The oxide is non-magnetic and transparent, so the manuscript sets its relative permittivity equal to $n^2=4.129$ and obtains a film capacitance

$$
C=\frac{\epsilon_0 n^2}{t_h}=1.22\ \mu\mathrm{F/cm^2},\qquad t_h=3\ \mathrm{nm}.
$$

Since silicon dioxide has a static permittivity of about 3.9, the manuscript concludes that hafnium oxide offers almost no advantage. It adds that a transparent film has no absorption, and hence no polarization mechanism, that the index could have missed.

The relation $n^2=\epsilon$ is sound for a transparent non-magnetic medium, provided both sides refer to the same frequency. The index refers to light of period 2.0 fs, whereas a gate is driven at gigahertz frequencies or below. The argument therefore needs the permittivity not to change between these frequencies, and that has to be examined.

**What a slow field does to the ions**

Let $u$ be the displacement of Hf relative to the two O ions of its formula unit, treated as one effective polar mode. The real oxide has many modes. For a macroscopic field $E$ in the film, the energy per HfO₂ unit of volume $V$ is, to second order,

$$
F=\tfrac12Ku^2-Z^*e\,uE-\tfrac12\epsilon_0V(\epsilon_\infty-1)E^2 .
$$

Here $K$ is the spring constant at zero macroscopic field, $Z^*$ is the Born charge, which gives the dipole per displacement at zero macroscopic field, and $\epsilon_\infty$ is the permittivity due to electrons and vacuum. Local fields are already contained in these constants.

The polarization is the dipole per volume,

$$
P=-\frac1V\frac{\partial F}{\partial E}
=\frac{Z^*e\,u}{V}+\epsilon_0(\epsilon_\infty-1)E ,
$$

and the force on the coordinate is $-\partial F/\partial u=Z^*eE-Ku$.

If the ions are held at $u=0$, then $1+P/(\epsilon_0E)=\epsilon_\infty$. If they have time to relax, the force vanishes and $u=Z^*eE/K$. Substitution into $P$ gives the static permittivity

$$
\kappa=1+\frac{P}{\epsilon_0E}=\epsilon_\infty+S,\qquad
S=\frac{(Z^*e)^2}{\epsilon_0VK}.
$$

The spring constant follows from the transverse lattice frequency $\omega_T$ through $K=\mu\omega_T^2$. The reduced mass of one Hf against two O is $\mu=27.13$ u. I take rough typical values for the oxide: $Z^*=5$, $V=0.035\ \mathrm{nm^3}$, $\epsilon_\infty=4$ and a mode at $300\ \mathrm{cm^{-1}}$, whose period is 111 fs. These give $K=143.9$ N/m and

$$
S=\frac{(5\times1.602\times10^{-19})^2}
{(8.854\times10^{-12})(3.5\times10^{-29})(143.9)}=14.4,
\qquad \kappa=18.4 .
$$

The lattice supplies 83% of $\kappa-1$. The displacement is nevertheless small: at 1 MV/cm it is $Z^*eE/K=0.56$ pm. A large charge moving a short distance in every unit of the crystal is enough.

**Why the visible index does not contain this term**

The ions have inertia. With damping rate $\gamma$, their equation of motion is

$$
\mu(\ddot u+\gamma\dot u+\omega_T^2u)=Z^*eE .
$$

For $E\propto e^{-i\omega t}$, each time derivative becomes a factor $-i\omega$, so

$$
u=\frac{Z^*e}{\mu}\,\frac{E}{\omega_T^2-\omega^2-i\gamma\omega}.
$$

Multiplying by $Z^*e/(\epsilon_0VE)$ gives the lattice part of the permittivity. Since $(Z^*e)^2/(\epsilon_0V\mu)=SK/\mu=S\omega_T^2$, it is

$$
\chi_L(\omega)=\frac{S\omega_T^2}{\omega_T^2-\omega^2-i\gamma\omega}.
$$

Well below resonance, $\chi_L\to S$. The mass has then cancelled: at fixed $K$, heavier ions respond more slowly but reach the same displacement. Well above resonance, $-\omega^2$ dominates the denominator and $\chi_L\to-S\omega_T^2/\omega^2$. At 600 nm the frequency ratio is $\omega/\omega_T=111.2/2.001=55.6$, so

$$
\chi_L\simeq-\frac{14.39}{55.6^2}=-0.0047 .
$$

The minus sign means that the ions move in antiphase with the force. Their contribution to the visible permittivity is about one part in a thousand of the total.

The electrons can be represented by an oscillator at $\hbar\omega_e=10$ eV, a rough value. The 600 nm photon has energy 2.066 eV, and neglecting the electronic linewidth gives

$$
n^2=1+\frac{\epsilon_\infty-1}{1-(\omega/\omega_e)^2}+\chi_L
=1+\frac{3}{1-0.0427}-0.0047=4.129 .
$$

For this worked example the manuscript's index was set to the model's value, so the agreement is not an independent test. The squared index lies slightly above $\epsilon_\infty$ because of electronic dispersion, and it carries almost no information about $S$.

At a gate frequency of 5 GHz, expansion of $\chi_L$ gives a shift of its real part from the static value of about $S(\omega/\omega_T)^2=4\times10^{-6}$. The damping adds an imaginary part $S\gamma\omega/\omega_T^2$, equal to $8\times10^{-4}$ for $\gamma=0.1\,\omega_T$, which is a loss tangent of $4\times10^{-5}$. The static permittivity is therefore the appropriate one for this lattice response.

**Transparency in the visible is not transparency everywhere**

The manuscript's second claim can be answered from causality. Write $\chi=\epsilon-1$. For an insulator without dc conduction, $\chi(\omega)$ is finite at $\omega=0$, analytic in the upper half of the complex frequency plane, and falls as $1/\omega^2$ at high frequency. Integrate $\chi/\omega$ along the real axis, passing above the origin on a small semicircle, and close the path with a large upper arc. The arc contributes nothing, the small clockwise semicircle contributes $-i\pi\chi(0)$, and the closed integral vanishes. Thus

$$
\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi(\omega)}{\omega}\,d\omega=i\pi\chi(0).
$$

Take the imaginary part. Because $\chi''$, the imaginary part of $\chi$, is odd in $\omega$, the integrand $\chi''/\omega$ is even, and

$$
\kappa-1=\frac2\pi\int_0^\infty\frac{\epsilon''(\omega)}{\omega}\,d\omega .
$$

The static response collects absorption at all frequencies, with extra weight at low ones. I evaluated the integral by numerical quadrature for the two-oscillator model, with a lattice damping of $0.1\,\omega_T$ and an electronic width of 0.1 eV. Absorption below 1 eV contributes 14.39, and absorption from 1 to 200 eV contributes 3.00. A film can be clear to the eye while its infrared absorption accounts for most of its static permittivity.

There is a case in which the manuscript's rule would work. In diamond the two atoms of the cell are related by inversion, so their Born charges are equal. Their sum must vanish, because a rigid translation of a neutral crystal creates no polarization. Each charge is then zero, and so is $S$ at this order. For such a crystal, $n^2$ measured well below the electronic absorption edge is a good estimate of $\kappa$. Hafnium oxide does not meet that condition.

**The corrected capacitance**

For the film alone, replacing $n^2$ by $\kappa$ raises the capacitance from 1.22 to $5.43\ \mu\mathrm{F/cm^2}$, a factor of 4.5. A gate on silicon can also contain a thin interfacial oxide. Let it be silicon dioxide with $t_i=0.7$ nm and $\kappa_i=3.9$, both held fixed in the comparison.

With no charge at the boundary between the oxides, the displacement $D$ is the same in both and equals the charge per area $Q$. The voltage is the sum of field times thickness:

$$
U=Q\left(\frac{t_h}{\epsilon_0\kappa}+\frac{t_i}{\epsilon_0\kappa_i}\right).
$$

Writing $C=Q/U=\epsilon_0\kappa_i/t_{\rm eq}$ defines the equivalent oxide thickness,

$$
t_{\rm eq}=t_i+t_h\frac{\kappa_i}{\kappa}.
$$

The two permittivities give

$$
\begin{aligned}
\kappa:&\quad t_{\rm eq}=0.7+3(3.9/18.39)=1.34\ \mathrm{nm},\quad C=2.58\ \mu\mathrm{F/cm^2};\\
n^2:&\quad t_{\rm eq}=0.7+3(3.9/4.129)=3.53\ \mathrm{nm},\quad C=0.98\ \mu\mathrm{F/cm^2}.
\end{aligned}
$$

The ratio is now 2.6. The interlayer dilutes the error, since its own contribution is common to both results. The ratio would return to $\kappa/n^2$ for $t_i\to0$ and approach 1 if the interlayer dominated.

**Does the correction survive in a transistor?**

The calculation so far places the charge in sheets at the oxide surfaces. Real electrodes do not. With 0.5 V across the oxides, the charge is $Q=2.584\times0.5=1.29\ \mu\mathrm{C/cm^2}$, or $N=Q/e$ electrons per area.

For the silicon side, put all these electrons in one subband with $\psi^2=\tfrac12b^3z^2e^{-bz}$ and neglect depletion charge. The kinetic energy per electron is $\hbar^2b^2/8m_z$. With $x=bz$, the fraction of charge deeper than $z$ is $e^{-x}(1+x+x^2/2)$. This fraction sets the local field, and the mean electrostatic energy is

$$
\frac{e^2N}{\epsilon_{\rm Si}b}\int_0^\infty e^{-2x}\left(1+x+\frac{x^2}{2}\right)^2dx
=\frac{33e^2N}{16\epsilon_{\rm Si}b}.
$$

Half of it enters the total energy, so that each pair is counted once. Setting the derivative with respect to $b$ to zero gives

$$
\frac{\hbar^2b}{4m_z}=\frac{33e^2N}{32\epsilon_{\rm Si}b^2}
\quad\Longrightarrow\quad
b^3=\frac{33m_ze^2N}{8\hbar^2\epsilon_{\rm Si}} .
$$

With $m_z=0.916\,m_e$ and $\epsilon_{\rm Si}=11.7\,\epsilon_0$, the mean depth is $3/b=1.63$ nm. This is a one-subband estimate with a trial function; solving the same one-subband problem numerically gives 1.56 nm. Without depletion charge the picture is also not fully consistent, because the Fermi level, about 0.22 eV above the band edge at the surface, exceeds the 0.20 V drop across the layer. At room temperature roughly a fifth to a third of the electrons occupy higher subbands, and with depletion charges of 1 to $3\times10^{12}$ elementary charges per cm² the mean depth ranges from about 1.8 down to 1.4 nm. That changes the capacitances below by only a few percent. By Gauss's law the potential drop across the electron layer is $Q(3/b)/\epsilon_{\rm Si}$, equivalent to another 0.54 nm of silicon dioxide.

In the metal, a potential $\phi$ measured from the bulk induces charge density $-e^2g\phi$, where $g$ is the density of states. Poisson's equation becomes $\phi''=\phi/\lambda^2$ with $\lambda=\sqrt{\epsilon_0/(e^2g)}$. The decaying solution has surface field $\phi_s/\lambda$, hence a series capacitance $\epsilon_0/\lambda$. For an assumed $g=10^{22}\ \mathrm{eV^{-1}cm^{-3}}$, $\lambda=0.074$ nm, equivalent to $3.9\lambda=0.29$ nm of silicon dioxide. Electron spill-out is omitted. It acts in the opposite direction and can cancel much of this term, so the metal contribution is uncertain.

Adding the same two thicknesses to both stacks gives 1.6 and $0.79\ \mu\mathrm{F/cm^2}$, with a ratio of 2.0. Without the metal term the values would be 1.8 and $0.85\ \mu\mathrm{F/cm^2}$, with a ratio of 2.2. These are estimates of $Q/U$ at fixed charge, not a self-consistent transistor calculation. A measured gate capacitance is the slope $dQ/dU$, which differs somewhat, but the manuscript's error remains a factor of about two.

Direct tunnelling through an ideal film does not overturn the comparison at this bias. I used semiclassical tunnelling through barriers of 3.1 eV in silicon dioxide and 1.5 eV in hafnium oxide, tilted by the fields, with masses $0.5\,m_e$ and $0.2\,m_e$. The electron starts at the subband energy, 0.175 eV, which is the kinetic plus full electrostatic energy above. The tunnelling probability is about $3\times10^{-10}$. Multiplying it by $Q$ and an attempt rate of subband energy divided by Planck's constant gives roughly $0.02\ \mathrm{A/cm^2}$. Current divided by voltage is about 0.002 of the capacitive admittance at 1 MHz. The small-signal conductance $dI/dU$ is about six times larger, roughly 0.01 of that admittance, and would equal it near 10 kHz. This is only an order-of-magnitude guide: a mass of $0.11\,m_e$ in hafnium oxide would raise the current about thirtyfold and the small-signal conductance to about 0.3 of the admittance at 1 MHz, and conduction through traps, which can dominate in real films, is not included. The fields, 0.8 MV/cm in hafnium oxide and 3.7 MV/cm in silicon dioxide, lie below rough breakdown values of 4 and 10 MV/cm.

**Relation to real films, and the revision needed**

Real hafnium oxide films have static permittivities of roughly 20, depending on crystal phase and preparation, and a visible $n^2$ of roughly 4. The model lies in that range, but its mode frequency was chosen, not predicted. With the other model parameters fixed, a mode at 250 cm⁻¹ would give $\kappa=24.7$, and one at 350 cm⁻¹ would give 14.6. Near the chosen frequency, a 1% softer mode raises $\kappa$ by 1.6%. Of the device effects estimated after the interlayer was included, the finite depth of the electrode charge matters most: it lowers the stack capacitance from 2.6 to about $1.6\ \mu\mathrm{F/cm^2}$, or to 1.8 if the uncertain metal term is left out.

The manuscript should keep its index as a measurement of electronic polarization and withdraw the capacitance derived from it. The missing quantity can be obtained from a capacitance measurement far below the lattice frequency but fast enough that leakage does not dominate, with the interlayer, electrodes, leakage and slow trap charge accounted for, or from optical data that extend through the lattice absorption in the infrared.
